# When a Mean-Field Solute Layer Can Jump in Coverage: test program

```python
"""
Result under test: if the segregation energy is E0 - w*theta (theta = coverage),
equilibrium coverage can jump with bulk composition only when w > 4 kT.
Symbols: u = w/kT; y = (dmu - E0)/kT, where dmu = kT ln(x/(1-x)) is the exchange
potential of an ideal bulk with solute site fraction x; s = size of the jump.
Energies in eV, temperatures in K. Example: rough values for dilute silver in copper.
"""
import math
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq
from scipy.special import gammaln

kB = k_joule / charge
T = 673.0
E0 = -0.20
bond = 0.05
w = 6 * bond
w_bulk = 12 * bond
kT = kB * T
u = w / kT
u_bulk = w_bulk / kT


def jump_size(ratio):
    """Nonzero root of s = tanh(ratio*s/4), for ratio > 4."""
    return brentq(lambda s: math.tanh(ratio * s / 4) - s, 1e-3, 1.0)


def bulk_fraction(y):
    """Ideal bulk composition belonging to the reduced drive y."""
    return 1 / (1 + math.exp(-(E0 / kT + y)))


# --- Brute-force global minimum of the free energy while the drive is scanned
M = 40000
grid = (np.arange(M) + 0.5) / M
mixing = grid * np.log(grid) + (1 - grid) * np.log(1 - grid)


def largest_step(ratio, points):
    """Coverages on both sides of the largest step, and the drive there."""
    free = mixing - ratio * grid**2 / 2
    drives = np.linspace(-ratio, 0, points)
    cover = np.array([grid[np.argmin(free - y * grid)] for y in drives])
    i = int(np.argmax(np.diff(cover)))
    return cover[i], cover[i + 1], (drives[i] + drives[i + 1]) / 2


steps = {}
for ratio in (3.8, 4.0, u):
    coarse = largest_step(ratio, 2000)
    fine = largest_step(ratio, 8000)
    steps[ratio] = (coarse[1] - coarse[0], fine[1] - fine[0], fine)
refinement = 7999 / 1999
# below threshold the step is slope times scan spacing; slope at half = 1/(4-u)
assert abs(steps[3.8][0] / (3.8 / 1999 / (4 - 3.8)) - 1) < 0.05
assert abs(steps[3.8][0] / steps[3.8][1] / refinement - 1) < 0.05
# at threshold the step still vanishes, with a cube-root law
assert abs(steps[4.0][0] / steps[4.0][1] / refinement**(1 / 3) - 1) < 0.03
# above threshold it stays, with the predicted size and place
s = jump_size(u)
low, high = (1 - s) / 2, (1 + s) / 2
assert abs(steps[u][1] - s) < 2e-3
assert abs(steps[u][2][2] + u / 2) < 1e-3
near = 4 * 1.001
assert abs(jump_size(near)**2 / (3 * (near / 4 - 1)) - 1) < 0.01

# --- Finite system in which every pair of sites attracts equally: explicit sum
N = 20000
n = np.arange(N + 1)
log_count = gammaln(N + 1) - gammaln(n + 1) - gammaln(N - n + 1)


def summed_coverage(ratio, offset):
    logs = log_count + ratio * n * (n - 1.0) / (2 * (N - 1))
    logs = logs + (-ratio / 2 + offset) * n
    weight = np.exp(logs - logs.max())
    return float(np.sum(weight * n) / np.sum(weight) / N)


window = 0.002
sum_above = summed_coverage(u, window) - summed_coverage(u, -window)
sum_below = summed_coverage(3.8, window) - summed_coverage(3.8, -window)
assert abs(sum_above - s) < 3e-3
assert sum_below < 0.03


# --- Metastable branches: follow the isotherm from empty or from full
def settle(y, start):
    theta = start
    for _ in range(100000):
        new = 1 / (1 + math.exp(-(y + u * theta)))
        if abs(new - theta) < 1e-13:
            break
        theta = new
    return new


theta_s = (1 - math.sqrt(1 - 4 / u)) / 2
y_up = math.log(theta_s / (1 - theta_s)) - u * theta_s
y_down = math.log((1 - theta_s) / theta_s) - u * (1 - theta_s)
for start, far, formula in ((0.0, 1.0, y_up), (1.0, -1.0, y_down)):
    stays, leaves = -u / 2, -u / 2 + far
    for _ in range(20):
        middle = (stays + leaves) / 2
        if (settle(middle, start) > 0.5) == (start > 0.5):
            stays = middle
        else:
            leaves = middle
    assert abs(stays - formula) < 1e-5
x_jump, x_up, x_down = (bulk_fraction(y) for y in (-u / 2, y_up, y_down))

# --- Bulk solubility of the same bond model
solubility = (1 - jump_size(u_bulk)) / 2
assert abs(largest_step(u_bulk, 8000)[0] - solubility) < 1e-4
assert x_up < solubility


# --- Correlations: nearest-neighbour attraction on a triangular plane, by strips
def strip_matrix(width, K, h=0.0):
    """K = bond/(4kT), h = half the reduced drive measured from half filling."""
    bits = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    spin = 2.0 * bits - 1
    row = K * np.sum(spin * np.roll(spin, 1, axis=1), axis=1) + h * spin.sum(axis=1)
    between = spin @ (spin + np.roll(spin, 1, axis=1)).T
    return np.exp(K * between + (row[:, None] + row[None, :]) / 2), spin.mean(axis=1)


def scaled_gap(width, K):
    values = np.sort(np.abs(np.linalg.eigvals(strip_matrix(width, K)[0])))
    return width * math.log(values[-1] / values[-2])


K_c = brentq(lambda K: scaled_gap(6, K) - scaled_gap(7, K), 0.2, 0.35, xtol=1e-9)
plane_threshold = 24 * K_c
assert abs(plane_threshold / (6 * math.log(3)) - 1) < 0.005
assert 4 < u < plane_threshold


def strip_coverage(width, factor):
    """Coverage when x/(1-x) is factor times its value at half filling."""
    matrix, mean_spin = strip_matrix(width, bond / (4 * kT), math.log(factor) / 2)
    v = np.ones(len(matrix))
    for _ in range(400):
        v = matrix @ v
        v /= np.linalg.norm(v)
    return 0.5 + float(np.sum(v**2 * mean_spin)) / 2


strips = {}
for factor in (1.01, 1.10):
    strips[factor] = (strip_coverage(8, factor), strip_coverage(10, factor))
    assert abs(strips[factor][0] - strips[factor][1]) < 0.03
assert strips[1.01][1] - 0.5 < 0.2 * s / 2


# --- Spread of site energies (Gaussian), still in mean field
def spread_threshold(sigma):
    z = np.linspace(-8, 8, 4001)
    weight = np.exp(-z**2 / 2)
    weight /= weight.sum()
    f = 1 / (1 + np.exp(z * sigma / kT))
    threshold = 1 / np.sum(weight * f * (1 - f))
    found = []
    for scale in (0.97, 1.03):
        m = 0.5
        for _ in range(2000):
            filling = 1 / (1 + np.exp(z * sigma / kT - scale * threshold * m))
            m = np.sum(weight * filling) - 0.5
        found.append(m)
    assert found[0] < 1e-3 and found[1] > 0.02
    return float(threshold)


spreads = {sigma: spread_threshold(sigma) for sigma in (0.05, 0.10)}
assert 4 < spreads[0.05] < spreads[0.10]

# --- Adjacent planes and non-ideal bulk, layer by layer in mean field
layers = 12
site = np.zeros(layers)
site[0] = E0


def layered(x, first):
    dmu = kT * math.log(x / (1 - x)) - w_bulk * x
    t = np.full(layers, x)
    t[0] = first
    for _ in range(5000):
        sides = np.append(0.0, t[:-1]) + np.append(t[1:], x)
        new = 1 / (1 + np.exp((site - 6 * bond * t - 3 * bond * sides - dmu) / kT))
        change = np.max(np.abs(new - t))
        t = new
        if change < 1e-13:
            break
    mix = t * np.log(t) + (1 - t) * np.log(1 - t)
    omega = np.sum((site - dmu) * t - 3 * bond * t**2 + kT * mix)
    omega -= 3 * bond * np.sum(t * np.append(t[1:], x))
    return omega, t


def branch_difference(log_x):
    x = math.exp(log_x)
    return layered(x, 0.95)[0] - layered(x, 0.01)[0]


center = math.log(x_jump)
x_layered = math.exp(brentq(branch_difference, center - 0.12, center + 0.12))
poor, rich = layered(x_layered, 0.01)[1], layered(x_layered, 0.95)[1]
assert rich[0] - poor[0] > 0.5
assert abs(x_layered / x_jump - 1) < 0.1

print(f"temperature: {T:.0f} K;  kT: {kT:.5f} eV;  4kT: {4*kT:.4f} eV")
print(f"E0: {E0:.2f} eV;  pair attraction: {bond:.2f} eV;  w: {w:.2f} eV")
print(f"w/kT: {u:.3f};  bulk attraction: {w_bulk:.2f} eV")
print(f"mean-field threshold temperature w/(4k): {w/(4*kB):.0f} K")
print(f"exchange potential at jump E0-w/2: {E0-w/2:.3f} eV")
print(f"jump composition x: {100*x_jump:.4f} at.%")
print(f"coverage below, above jump: {low:.4f}, {high:.4f};  jump: {s:.4f}")
print("largest coverage step in scan of 2000 points, then 8000 points:")
for ratio, data in steps.items():
    print(f"  w/kT = {ratio:.3f}: {data[0]:.4f}, {data[1]:.4f}")
print(f"explicit sum, {N} sites, drive changed from -{window} to +{window} kT:")
print(f"  coverage change at w/kT = {u:.3f}: {sum_above:.4f}")
print(f"  coverage change at w/kT = 3.800: {sum_below:.4f}")
print(f"coverage at ends of metastable branches: {theta_s:.4f}, {1-theta_s:.4f}")
print(f"upward jump at latest at x: {100*x_up:.4f} at.%")
print(f"downward jump at latest at x: {100*x_down:.4f} at.%")
print(f"bulk solubility in same bond model: {100*solubility:.3f} at.%")
print(f"triangular plane, threshold w/kT from strips 6 and 7: {plane_threshold:.4f}")
print(f"triangular plane, 6 ln 3: {6*math.log(3):.4f}")
print(f"triangular plane, threshold temperature: {w/(kB*plane_threshold):.0f} K")
print("coverage with x/(1-x) raised above its half-filling value:")
for factor, (c8, c10) in strips.items():
    mean_field = settle(-u / 2 + math.log(factor), 1.0)
    print(f"  factor {factor:.2f}: mean field {mean_field:.3f}, "
          f"strip 8 {c8:.3f}, strip 10 {c10:.3f}")
for sigma, value in spreads.items():
    print(f"site-energy spread {sigma:.2f} eV: threshold w/kT {value:.3f}, "
          f"w {value*kT:.3f} eV")
print(f"jump composition with adjacent planes and real bulk: {100*x_layered:.4f} at.%")
print(f"  first-plane coverage below, above: {poor[0]:.4f}, {rich[0]:.4f}")
print(f"  second-plane coverage below, above: {poor[1]:.4f}, {rich[1]:.4f}")
print("done: every assertion held")
```

Output:

```
temperature: 673 K;  kT: 0.05799 eV;  4kT: 0.2320 eV
E0: -0.20 eV;  pair attraction: 0.05 eV;  w: 0.30 eV
w/kT: 5.173;  bulk attraction: 0.60 eV
mean-field threshold temperature w/(4k): 870 K
exchange potential at jump E0-w/2: -0.350 eV
jump composition x: 0.2388 at.%
coverage below, above jump: 0.1265, 0.8735;  jump: 0.7469
largest coverage step in scan of 2000 points, then 8000 points:
  w/kT = 3.800: 0.0095, 0.0024
  w/kT = 4.000: 0.1142, 0.0720
  w/kT = 5.173: 0.7476, 0.7471
explicit sum, 20000 sites, drive changed from -0.002 to +0.002 kT:
  coverage change at w/kT = 5.173: 0.7479
  coverage change at w/kT = 3.800: 0.0196
coverage at ends of metastable branches: 0.2619, 0.7381
upward jump at latest at x: 0.2902 at.%
downward jump at latest at x: 0.1964 at.%
bulk solubility in same bond model: 0.599 at.%
triangular plane, threshold w/kT from strips 6 and 7: 6.5911
triangular plane, 6 ln 3: 6.5917
triangular plane, threshold temperature: 528 K
coverage with x/(1-x) raised above its half-filling value:
  factor 1.01: mean field 0.876, strip 8 0.533, strip 10 0.534
  factor 1.10: mean field 0.894, strip 8 0.741, strip 10 0.743
site-energy spread 0.05 eV: threshold w/kT 4.647, w 0.269 eV
site-energy spread 0.10 eV: threshold w/kT 6.070, w 0.352 eV
jump composition with adjacent planes and real bulk: 0.2381 at.%
  first-plane coverage below, above: 0.1218, 0.8827
  second-plane coverage below, above: 0.0033, 0.0256
done: every assertion held
```
